# Wilson's phonon-limited thermal resistivity and the vanishing Lorenz ratio, part 2

We seek the Lorenz ratio \(L=\kappa/(\sigma T)\) of a metal at temperature \(T\), compared with \(L_0=\pi^2k_B^2/(3e^2)\). Here \(\sigma=1/\rho\), and \(\kappa=1/W\) is the electrons' thermal conductivity. Free electrons (mass \(m\), charge \(-e\), density \(n\), Fermi wavenumber \(k_F\), energy \(\varepsilon_F\), velocity \(v_F\)) are scattered only by longitudinal equilibrium phonons, without umklapp. The phonons have \(\omega=sq\) up to the Debye wavenumber \(q_D\), occupation \(n_q\), and \(\Theta=\hbar sq_D/k_B\). A dilation shifts the electron energy by \(C\) times its size; \(\rho_m\) is the mass density. Units are SI unless marked.

With \(\mu\) the chemical potential, \(\xi=\varepsilon-\mu\), \(x=\xi/k_BT\), \(z=\hbar\omega/k_BT\), \(t=T/\Theta\), \(q=q_Dtz\), \(f(x)=1/(e^x+1)\) and \(J_n(x)=\int_0^xz^ne^z(e^z-1)^{-2}dz\). A prime marks the electron after absorbing a phonon: \(\mathbf k'=\mathbf k+\mathbf q\).

The equilibrium distribution \(f_0\) changes by \((-\partial f_0/\partial\varepsilon)\Phi\), and the collision term is \(-\hat P\Phi\). For volume \(V\), \(\langle A,B\rangle=\frac2V\sum_{\mathbf k}A_{\mathbf k}B_{\mathbf k}\). The heat source is \(X_2=\xi(-\partial f_0/\partial\varepsilon)v_x\). The Cauchy-Schwarz inequality gives

\[
W\le\frac{T\,\langle\Phi,\hat P\Phi\rangle}{\langle\Phi,X_2\rangle^2},\qquad
\langle\xi k_x,X_2\rangle=\frac n\hbar\frac{\pi^2}{3}(k_BT)^2 ,
\]

with equality when \(\Phi\) is the solution.

For charge, the trial function \(\Phi=k_x\), whose direction-averaged squared change is \(q^2/3\), gives the Bloch formula, likewise an upper bound on the exact \(\rho\). With \(S_1=\langle k_x,\hat Pk_x\rangle\),

\[
S_1=\frac{m^2C^2}{12\pi^3\hbar^4\rho_ms}\int_0^{q_D}q^4\,\frac{z\,e^z}{(e^z-1)^2}\,dq ,
\]

\[
\rho=\frac{\hbar^2S_1}{e^2n^2}=At^5J_5(1/t),\qquad A=\frac{m^2C^2q_D^5}{12\pi^3\hbar^2e^2n^2\rho_ms}.
\]

Its energy integral used

\[
f(x)-f(x+z)=(1-e^{-z})\,f(x)[1-f(x+z)],
\]

\[
\int f(x)[1-f(x+z)]\,dx=\frac{z}{1-e^{-z}},\qquad
n_q\,\frac{z}{1-e^{-z}}=\frac{z\,e^z}{(e^z-1)^2}.
\]

For heat, the trial function is \(\Phi=\xi k_x\), and \(q^2/3\) is replaced by \(|\xi'\mathbf k'-\xi\mathbf k|^2/3\), where

\[
\begin{aligned}
|\xi'\mathbf k'-\xi\mathbf k|^2&=\xi'^2k'^2+\xi^2k^2-\xi\xi'(k^2+k'^2-q^2)\\
&=(\xi'-\xi)(\xi'k'^2-\xi k^2)+\xi\xi'q^2\\
&\approx k_F^2(\hbar\omega)^2+\xi\xi'q^2 .
\end{aligned}
\]

**Q.** The product \(\xi\xi'\) can be negative. How is it averaged?

**A.** We need the earlier energy integral with an extra factor \(x(x+z)\). Shift the variable by \(x=y-z/2\), so that \(x(x+z)=y^2-z^2/4\). As before, \(f(x)[1-f(x+z)]\) equals \([f(y-z/2)-f(y+z/2)]/(1-e^{-z})\). Write the difference as an integral of the derivative,

\[
f(y-z/2)-f(y+z/2)=\int_{-z/2}^{z/2}\left[-f'(y+b)\right]db ,
\]

where \(f'\) is here the derivative. With \(u=y+b\),

\[
\int y^2\left[-f'(y+b)\right]dy=\int(u-b)^2\left[-f'(u)\right]du=\frac{\pi^2}{3}+b^2 ,
\]

because the linear term vanishes by symmetry. Integrating over \(b\) gives \(z\pi^2/3+z^3/12\). The term \(-z^2/4\) contributes \(-z^3/4\). Altogether

\[
\int x(x+z)f(x)[1-f(x+z)]\,dx=\frac{z}{1-e^{-z}}\left(\frac{\pi^2}{3}-\frac{z^2}{6}\right).
\]

The integrand is negative only for transitions across the Fermi level, where \(\xi\) and \(\xi'\) have opposite signs. An electron that crosses the level and also turns changes the heat current less than one that crosses it and goes straight on.

**Q.** Now put it together. I want to see where \(J_7\) enters.

**A.** Compared with the charge integral, \(q^2\) is replaced by

\[
(k_BT)^2\left[k_F^2z^2+q^2\left(\frac{\pi^2}{3}-\frac{z^2}{6}\right)\right].
\]

Take out \(q^2=q_D^2t^2z^2\). The first term becomes \(q^2(k_F/q_D)^2t^{-2}\). Its two powers of \(z\) have cancelled, so it is again weighted by \(J_5\). The \(z^2/6\) term has two extra powers of \(z\) and gives \(J_7\). With all arguments equal to \(1/t\),

\[
\langle\xi k_x,\hat P\,\xi k_x\rangle=\frac{\pi^2}{3}(k_BT)^2S_1\left[1+\frac{3}{\pi^2}\left(\frac{k_F}{q_D}\right)^2\frac1{t^2}-\frac{1}{2\pi^2}\frac{J_7}{J_5}\right].
\]

Multiply by \(T\) and divide by the squared moment. The factor outside the bracket is

\[
\frac{T\,\frac{\pi^2}{3}(k_BT)^2S_1}{(n/\hbar)^2(\pi^2/3)^2(k_BT)^4}=\frac{\hbar^2S_1}{n^2}\,\frac{3}{\pi^2k_B^2T}=\frac{\rho}{L_0T}.
\]

Wilson's thermal resistivity is therefore

\[
W=\frac{A}{L_0T}\,t^5J_5\!\left(\frac1t\right)\left[1+\frac{3}{\pi^2}\left(\frac{k_F}{q_D}\right)^2\frac1{t^2}-\frac{1}{2\pi^2}\frac{J_7(1/t)}{J_5(1/t)}\right].
\]

For elastic collisions \(\xi'=\xi\), the squared change is \(\xi^2q^2\), and the bracket would be 1. The other two terms measure the inelasticity.

**Q.** What is left of this at low temperature?

**A.** The upper limits of the integrals go to infinity. Expanding \(e^z/(e^z-1)^2=\sum_{j\ge1}j\,e^{-jz}\) and integrating term by term gives \(J_n(\infty)=n!\,\zeta(n)\), so \(J_5(\infty)=124.4\) and \(J_7(\infty)=5082\). The \(J_7\) term tends to the constant \(5082/(2\pi^2\times124.4)=2.07\), while the energy-exchange term grows as \(t^{-2}\) and takes over. With \(T=\Theta t\),

\[
W\to\frac{A}{L_0\Theta}\,\frac{3}{\pi^2}\left(\frac{k_F}{q_D}\right)^2J_5(\infty)\,t^2 .
\]

Since \(L/L_0=\rho/(WTL_0)\) is the inverse of the bracket,

\[
\frac{L}{L_0}\to\frac{\pi^2}{3}\left(\frac{q_D}{k_F}\right)^2\left(\frac{T}{\Theta}\right)^2 .
\]

The powers agree with a count of collisions. One absorption or emission typically changes \(\xi\) by 3 to 4 \(k_BT\) (the mean over all collisions is \(J_4(\infty)/J_3(\infty)=3.6\) in units of \(k_BT\)), which is more than the thermal spread itself (rms value \(\pi k_BT/\sqrt3\approx1.8\,k_BT\)), so a few collisions destroy the heat current. The thermal rate then scales as \(T^3\). The electronic heat capacity is proportional to \(T\), so \(\kappa\sim T\cdot T^{-3}=T^{-2}\). The charge current must wait for many small turns, with the rate \(T^5\). The ratio of the two rates is \(T^2\).

**Q.** You proved an upper bound on \(W\). A bound proportional to \(T^2\) does not show that \(W\) itself is proportional to \(T^2\), and a ratio of two bounds is not a bound at all.

**A.** Both objections are right, so the trial function has to be released. The collision operator is rotationally invariant and the source is a vector, so the solution has the form \(\Phi=k_x\varphi(x)\) with an unknown function of energy. The algebra for \(|\xi'\mathbf k'-\xi\mathbf k|^2\) holds with \(\xi\) replaced by \(\varphi\):

\[
|\varphi'\mathbf k'-\varphi\mathbf k|^2\approx k_F^2(\varphi'-\varphi)^2+\varphi\varphi'q^2 .
\]

Use \(q=q_Dtz\) and write \(\varphi'=\varphi(x+z)\). The quadratic form is \((e^2n^2/\hbar^2)At^5\,Q[\varphi]\), with

\[
Q[\varphi]=\int_0^{1/t}\!dz\,\frac{z^2}{e^z-1}\int\!dx\,f(x)[1-f(x+z)]\left[\left(\frac{k_F}{q_D}\right)^2\frac{(\varphi'-\varphi)^2}{t^2}+z^2\varphi\varphi'\right].
\]

As a check, \(\varphi=1\) gives \(Q=J_5\). The source moment is \((n/\hbar)k_BT\,I\), where \(I=\int(-df/dx)\,x\varphi\,dx\). Equality in the Cauchy-Schwarz bound is reached at the solution, so

\[
W=\frac{At^5}{L_0T}\,\frac{\pi^2}{3}\,\min_\varphi\frac{Q[\varphi]}{I^2}.
\]

This is the full linearized equation of the model, to leading order in \(k_BT/\varepsilon_F\) and \(k_B\Theta/\varepsilon_F\).

**Q.** And at low temperature?

**A.** For heat \(\varphi\) is odd. An odd function other than zero cannot be constant, so the term with \((\varphi'-\varphi)^2\) is present and carries \(t^{-2}\). As \(t\to0\) it dominates, the upper limit goes to infinity, and what remains to be minimized contains no temperature. The minimum of \(Q/I^2\) is then \(t^{-2}\) times a fixed number, and \(W\propto t^5\,t^{-2}/T\propto T^2\). The numerical solution shows that the fixed number is not zero.

For charge \(\varphi\) is even and may be constant, which removes the \(t^{-2}\) term altogether. Energy exchange then forces \(\varphi\) towards a constant, and the Bloch value \(J_5\) becomes correct in the limit. So \(\rho\propto T^5\), \(W\propto T^2\) and \(L\propto T^2\) hold for the full equation.

The coefficient of \(W\) does change. Solved as a matrix problem, the full equation gives 0.661 of Wilson's low-temperature \(W\). Put the other way, Wilson's formula is too high there by about 51% of the full value. For \(q_D/k_F=2^{1/3}\), the monovalent case,

\[
\frac{L}{L_0}\to5.22\left(\frac T\Theta\right)^2\ \text{(Wilson)},\qquad
\frac{L}{L_0}\to7.90\left(\frac T\Theta\right)^2\ \text{(full equation)}.
\]

**Q.** Show me one case with numbers.

**A.** Take a monovalent model metal with \(n=5\times10^{28}\ \mathrm{m^{-3}}\), \(\Theta=250\) K, \(C=3\) eV, \(\rho_m=5000\ \mathrm{kg/m^3}\) and the free-electron mass. Then \(k_F=1.140\times10^{10}\ \mathrm{m^{-1}}\), \(q_D=1.436\times10^{10}\ \mathrm{m^{-1}}\) and \((k_F/q_D)^2=0.630\). The sound speed \(s=k_B\Theta/(\hbar q_D)\) is 2279 m/s, and the formula for \(A\) gives 38.67 nΩ m.

At \(T=25\) K, \(t=0.1\) and \(J_5(10)=116.4\), so

\[
\rho=38.67\times10^{-5}\times116.4=0.0450\ \mathrm{n\Omega\,m}.
\]

The elastic estimate of the thermal resistivity is

\[
\frac{\rho}{L_0T}=\frac{4.50\times10^{-11}}{2.443\times10^{-8}\times25}=7.37\times10^{-5}\ \mathrm{m\,K/W}.
\]

The bracket is \(1+19.15-1.73=18.42\), where \(19.15=(3/\pi^2)\times0.630\times100\). Hence

\[
W=18.42\times7.37\times10^{-5}=1.36\times10^{-3}\ \mathrm{m\,K/W},\qquad \frac{L}{L_0}=\frac{1}{18.42}=0.054 .
\]

The full equation gives \(W=9.25\times10^{-4}\) m K/W and \(L/L_0=0.072\). At a tenth of the Debye temperature the Wiedemann-Franz law thus misses by more than a factor of ten in this model.

The same calculation at other temperatures gives:

| \(T\) (K) | \(W\), Wilson (m K/W) | \(W\), full (m K/W) | \(L/L_0\), Wilson | \(L/L_0\), full |
|---|---|---|---|---|
| 5 | 6.02e-5 | 3.98e-5 | 0.0021 | 0.0032 |
| 50 | 2.58e-3 | 2.27e-3 | 0.197 | 0.204 |
| 125 | 2.09e-3 | 2.08e-3 | 0.612 | 0.604 |
| 250 | 1.73e-3 | 1.73e-3 | 0.864 | 0.862 |

At 5 K the limiting law gives \(5.22\times(0.02)^2=0.0021\), in agreement with the table. At 125 K and 250 K the full \(L\) lies slightly below Wilson's, while at 50 K and below it lies above. This is your point about a ratio of two bounds.

**Q.** The thermal resistivity at 50 K is larger than at 250 K. Is that an artefact of the trial function?

**A.** No, since the full solution shows it too. Its approach to the high-temperature limit from above can be derived for Wilson's formula. Let \(X=1/t\) be small. From \(z^2e^z/(e^z-1)^2\approx1-z^2/12\) one finds

\[
J_5(X)\approx\frac{X^4}{4}\left(1-\frac{X^2}{18}\right),\qquad J_7(X)\approx\frac{X^6}{6}.
\]

Thus \(J_7/(2\pi^2J_5)\approx X^2/(3\pi^2)\), and

\[
W\approx\frac{A}{4L_0\Theta}\left\{1+X^2\left[\frac{3}{\pi^2}\left(\frac{k_F}{q_D}\right)^2-\frac1{18}-\frac1{3\pi^2}\right]\right\}.
\]

Here the square bracket is \(0.192-0.056-0.034=0.102\), which is positive. On cooling from high temperature \(W\) therefore rises first, and since it must vanish as \(T^2\), it has a maximum. In the example Wilson's \(W\) peaks near 57 K, at 1.66 times the high-temperature value \(A/(4L_0\Theta)=1.58\times10^{-3}\) m K/W, and the full solution peaks near 67 K at 1.55 times that value. A maximum of this size is a feature of the model, which has only longitudinal Debye phonons and no umklapp processes. It should not be carried over to real metals: copper, for one, shows no such maximum. The expansion also shows that \(L\to L_0\) at high temperature, where \(\hbar\omega\ll k_BT\) and the collisions are nearly elastic.

**Q.** How far do you trust the integrals themselves?

**A.** The numerical check recomputes both trial resistivities from integrals over wavenumber and scattering angle. It solves energy conservation for the final state and does not replace \(k\) by \(k_F\). Between 2.5 K and 250 K the largest differences, relative to the formulas, are \(5\times10^{-5}\) for \(\rho\) and \(2\times10^{-4}\) for \(W\). That checks the reduction of the model. It says nothing about how well the model describes a given metal.

**Q.** A real sample contains impurities. Does \(L\) still vanish?

**A.** Not in the limit. Elastic impurity scattering adds \(\rho_0\) to the electrical resistivity and, since its bracket is 1, \(\rho_0/(L_0T)\) to the thermal one. With the trial functions above, the contributions add:

\[
\frac{L}{L_0}=\frac{\rho_0+\rho_{\rm ph}}{\rho_0+L_0TW_{\rm ph}} .
\]

Here \(\rho_{\rm ph}\propto T^5\) and \(L_0TW_{\rm ph}\propto T^3\), so both disappear beside \(\rho_0\) as \(T\to0\), and \(L\) returns to \(L_0\). The \(T^2\) law needs low temperature together with \(\rho_0\ll\rho_{\rm ph}\). At 5 K in the example this means \(\rho_0\) well below \(1.5\times10^{-5}\) nΩ m. In a less pure sample there can be a range with \(\rho_{\rm ph}\ll\rho_0\ll L_0TW_{\rm ph}\). There \(L/L_0\approx\rho_0/(L_0TW_{\rm ph})\), which rises as \(T^{-3}\) on cooling when both inequalities hold strongly. In the example, with \(\rho_0=10^{-3}\) nΩ m, the steepest local exponent of the formula above is about \(-2.6\). The vanishing Lorenz ratio is thus a property of the model, in which phonons in equilibrium are the one source of scattering. Purity alone does not secure this. At 5 K in the example the phonon-limited mean free path \(\hbar k_F/(ne^2\rho)\) is about 6 cm, so the sample boundaries matter in anything smaller. The electron-electron rate left out here, of order \((k_BT)^2/(\hbar\varepsilon_F)\), corresponds at 5 K to a few times \(10^{-5}\) nΩ m if those collisions relax the current, which is comparable with \(\rho_{\rm ph}\), and it falls only as \(T^2\).

## Values computed for the example and the checks

```
electron density n = 5.00e+28 m^-3
Debye temperature Theta = 250 K
deformation constant C = 3.0 eV
mass density = 5000 kg/m^3
kF = 1.1397e+10 m^-1, qD = 1.4360e+10 m^-1
qD/kF = 1.2599, (kF/qD)^2 = 0.6300
Fermi energy = 4.949 eV, eF/kB = 57431 K
sound speed s = 2279.3 m/s, s/vF = 1.728e-03
L0 = 2.4430e-08 W Ohm/K^2
Bloch constant A = 38.674 nOhm m
J5(inf) = 124.431, J7(inf) = 5082.08
Trial-function results (Bloch and Wilson):
T[K]  J5(Theta/T)  J7(Theta/T)  exchange term  J7 term
  5.0 124.43 5082.1 478.7126 2.0691
 12.5 124.42 5078.2 76.5940 2.0676
 25.0 116.38 3972.1 19.1485 1.7291
 50.0 50.263 705.56 4.7871 0.7111
125.0 3.2293 8.3763 0.7659 0.1314
250.0 0.23662 0.15665 0.1915 0.0335
T[K]  rho[nOhm m]  W[m K/W]  kappa[W/(m K)]  L/L0
  5.0 1.5399e-05 6.0216e-05 1.6607e+04 0.00209
 12.5 1.5037e-03 3.7191e-04 2.6888e+03 0.01324
 25.0 4.5009e-02 1.3574e-03 7.3669e+02 0.05429
 50.0 6.2204e-01 2.5849e-03 3.8686e+02 0.19701
125.0 3.9028e+00 2.0890e-03 4.7870e+02 0.61180
250.0 9.1509e+00 1.7350e-03 5.7638e+02 0.86360
Full solution: T[K]  rho/trial  W/trial  W[m K/W]  L/L0
  5.0 0.9953 0.6611 3.9811e-05 0.00315
 12.5 0.9706 0.6599 2.4540e-04 0.01948
 25.0 0.9077 0.6816 9.2524e-04 0.07230
 50.0 0.9090 0.8797 2.2741e-03 0.20356
125.0 0.9838 0.9957 2.0800e-03 0.60448
250.0 0.9982 0.9997 1.7345e-03 0.86223
low-T W/T^2, Wilson = 2.4140e-06 m/(W K)
low-T W/T^2, full = 1.5966e-06 m/(W K)
low-T full/trial: rho 0.99995, W 0.6614
change of W ratio on doubling grid step = 3.7e-09
low-T (L/L0)/(T/Theta)^2, Wilson = 5.2223
low-T (L/L0)/(T/Theta)^2, full = 7.8959
high-T limit of W = 1.5831e-03 m K/W
maximum of Wilson W at T = 57.4 K, W/W_high = 1.6574
direct integrals, 2.5 to 5 K: exponent of rho = 5.0000
direct integrals, 2.5 to 5 K: exponent of W = 1.9976
full solution, 1.25 to 2.5 K: exponent of W = 1.9993
largest relative difference, direct vs formula: rho 4.7e-05, W 2.0e-04
```
